\section*{The Independent-Boson Model Solved by the Lang--Firsov Transformation, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the coupled level to its propagator}

\textbf{Q:} You want to add an electron to a level that is coupled to an oscillator, and you claim a closed solution. I doubt it. The interaction contains three operators, so the equation of motion for the electron operator produces a product with a boson operator, the next equation produces a longer product, and so on. What is the model, and why should this chain be tractable?

\textbf{A:} I set $\hbar=1$ and take one spinless level and one boson mode,
\begin{equation}
H=\varepsilon\, n+\omega\, b^\dagger b+M\,n\,(b+b^\dagger),\qquad n=c^\dagger c ,
\label{eq:H}
\end{equation}
with $\omega>0$ and $M$ real. The electron operators obey $\{c,c^\dagger\}=1$ and $c^2=0$, the boson operators obey $[b,b^\dagger]=1$, and the two kinds commute with each other. The zero-point energy $\omega/2$ is left out. It is the same for the empty and the filled level, so it cancels from every energy needed to add or remove the electron.

The feature that helps is that $n$ commutes with each term of $H$. The level is either empty or filled, and $H$ does not change which. In the two cases the boson sees
\begin{equation}
H_0=\omega b^\dagger b,\qquad
H_1=\varepsilon+\omega b^\dagger b+M(b+b^\dagger).
\label{eq:sectors}
\end{equation}
Both are at most quadratic in the boson operators. The product of three operators looks difficult because it describes both cases at once.

\textbf{Q:} Then complete the square in $H_1$ and be done. Why bring in a transformation?

\textbf{A:} Completing the square does give the energies. With $\lambda=M/\omega$,
\begin{align}
\omega(b^\dagger+\lambda)(b+\lambda)-\omega\lambda^2
&=\omega b^\dagger b+\omega\lambda(b+b^\dagger)+\omega\lambda^2-\omega\lambda^2\nonumber\\
&=\omega b^\dagger b+M(b+b^\dagger),
\label{eq:square}
\end{align}
because $\omega\lambda=M$. The operator $b+\lambda$ has the same commutator with its adjoint as $b$ has, since a number commutes with everything. So $H_1$ is an oscillator of the same frequency with a shifted origin, and its levels are $\varepsilon-\omega\lambda^2+k\omega$ with $k=0,1,2,\dots$

A spectrum also needs intensities. These are squared overlaps between states of the unshifted oscillator, which the boson occupies before the electron arrives, and states of the shifted one. A unitary operator that performs the shift when the level is filled, and does nothing when it is empty, gives energies and overlaps together.

\textbf{Q:} Before the overlaps, say which spectrum you mean. ``The energy of the level'' is ambiguous once the boson can take up energy.

\textbf{A:} I mean the spectral function of the retarded Green's function,
\begin{equation}
G(t)=-i\theta(t)\,\langle\{c(t),c^\dagger\}\rangle,\qquad
c(t)=e^{iHt}c\,e^{-iHt},
\label{eq:Gdef}
\end{equation}
\begin{equation}
G(E)=\int_{-\infty}^{\infty}\!dt\;e^{i(E+i\eta)t}G(t),\qquad
A(E)=-\frac1\pi\,\mathrm{Im}\,G(E),\quad \eta\to0^+ .
\label{eq:Adef}
\end{equation}
Energies are absolute: no chemical potential is subtracted. The average is taken in the state $|i\rangle$ with an empty level and the boson in its vacuum, which is the zero-temperature state of the boson as long as the level is empty. A different initial state of the boson can give a different spectrum.

\textbf{Q:} The anticommutator has two terms. One adds an electron first, the other removes one first. Do both count?

\textbf{A:} In this state one of them vanishes. From \eqref{eq:H}, $H|i\rangle=0$, because $n|i\rangle=0$ and $b|i\rangle=0$. Hence $e^{-iHt}|i\rangle=|i\rangle$, and
\begin{equation}
c(t)|i\rangle=e^{iHt}c\,|i\rangle=0 .
\end{equation}
So $\langle i|c^\dagger c(t)|i\rangle=0$. In the other term, $\langle i|e^{iHt}=\langle i|$, and for $t>0$
\begin{equation}
iG(t)=\langle i|\,c\,e^{-iHt}c^\dagger\,|i\rangle .
\label{eq:greater}
\end{equation}
This reads from right to left: put the electron in, let the coupled system evolve for a time $t$, take the electron out, and ask for the amplitude that the boson is back in its vacuum.

\textbf{Q:} Now the unitary operator. How do you make a shift that depends on whether the electron is there?

\textbf{A:} Put $n$ into the exponent:
\begin{equation}
S=\lambda\,n\,B,\qquad B=b^\dagger-b,\qquad \lambda=\frac M\omega .
\label{eq:S}
\end{equation}
Since $B^\dagger=b-b^\dagger=-B$ and $n^\dagger=n$ commutes with $B$, we have $S^\dagger=-S$, so $e^{S}$ is unitary. This is the Lang--Firsov transformation. An operator $O$ becomes $\tilde O=e^{S}Oe^{-S}$, which preserves products: $\widetilde{O_1O_2}=\tilde O_1\tilde O_2$, because $e^{-S}e^{S}=1$ can be placed between the factors.

\textbf{Q:} An exponential of operators on each side gives an infinite series of nested commutators. Where does it stop?

\textbf{A:} Introduce a parameter $s$ and let $F(s)=e^{sS}Oe^{-sS}$. Differentiating both exponentials gives
\begin{equation}
\frac{dF}{ds}=e^{sS}(SO-OS)e^{-sS}=e^{sS}[S,O]e^{-sS}.
\label{eq:flow}
\end{equation}
For $O=b$ the commutator is
\begin{equation}
[S,b]=\lambda n\,[b^\dagger-b,\,b]=\lambda n\,[b^\dagger,b]=-\lambda n .
\end{equation}
The result commutes with $S$, so the exponentials in \eqref{eq:flow} cancel and $dF/ds=-\lambda n$ for every $s$. Integrating from $s=0$, where $F=b$, to $s=1$, and taking the adjoint as well,
\begin{equation}
\tilde b=b-\lambda n,\qquad \tilde b^\dagger=b^\dagger-\lambda n .
\label{eq:btilde}
\end{equation}
The series has one term beyond the first. The number operator is unchanged, $\tilde n=n$, because $[S,n]=0$.

\textbf{Q:} And the electron operator? It does not commute with $n$.

\textbf{A:} It does not, and the satellites come from that. Using $cc=0$ and $cc^\dagger=1-c^\dagger c$,
\begin{equation}
[n,c]=c^\dagger cc-cc^\dagger c=0-(1-c^\dagger c)c=-c .
\label{eq:nc}
\end{equation}
Therefore $[S,c]=\lambda B[n,c]=-\lambda Bc$. As $B$ commutes with $S$, it can be taken out of the exponentials in \eqref{eq:flow}, leaving $dF/ds=-\lambda B\,F$ with $F(0)=c$. The solution at $s=1$ is
\begin{equation}
\tilde c=c\,X,\qquad \tilde c^\dagger=c^\dagger X^\dagger,\qquad
X=e^{-\lambda(b^\dagger-b)} .
\label{eq:ctilde}
\end{equation}
The order of $c$ and $X$ does not matter, because $X$ contains boson operators alone. Removing an electron in the transformed description is accompanied by a shift of the oscillator.

\textbf{Q:} Insert this in $H$, then. I want to see the linear term go, with its signs.

\textbf{A:} By \eqref{eq:btilde} and $\tilde n=n$,
\begin{align}
\tilde H&=\varepsilon n+\omega(b^\dagger-\lambda n)(b-\lambda n)
+Mn(b+b^\dagger-2\lambda n)\nonumber\\
&=\varepsilon n+\omega b^\dagger b+(M-\omega\lambda)\,n(b+b^\dagger)
+(\omega\lambda^2-2M\lambda)\,n^2 .
\label{eq:Hexpand}
\end{align}
The choice $\lambda=M/\omega$ makes the linear coefficient zero. In the last term $M\lambda=\omega\lambda^2$, so its coefficient is $\omega\lambda^2-2\omega\lambda^2=-\omega\lambda^2$. The coupling lowers the energy by twice $\omega\lambda^2$, and the distortion of the oscillator costs half of that gain. For a single level $n^2=n$, since $n$ has the eigenvalues 0 and 1. With
\begin{equation}
g=\lambda^2=\left(\frac M\omega\right)^2
\label{eq:g}
\end{equation}
the result is
\begin{equation}
\tilde H=(\varepsilon-g\omega)\,n+\omega\,b^\dagger b .
\label{eq:Htilde}
\end{equation}

\textbf{Q:} I would have called $g$ the squared coupling over the frequency.

\textbf{A:} That phrase can be read as $M^2/\omega$, which is an energy. It is the relaxation shift, $g\omega=M^2/\omega$. The number $g$ is the square of the ratio of the coupling to the frequency. It has no unit, as a quantity that will stand in an exponent must not.

\textbf{Q:} You used $n^2=n$. What if the level holds two electrons of opposite spin, or if the electron can leave for another site?

\textbf{A:} Then \eqref{eq:Htilde} changes. With $n=n_\uparrow+n_\downarrow$ we get $n^2=n+2n_\uparrow n_\downarrow$, so the term $-g\omega n^2$ contains an attraction $-2g\omega\,n_\uparrow n_\downarrow$ between the two electrons. For a hopping term $V(c^\dagger a+a^\dagger c)$ to an uncoupled level $a$, the transformation gives $V(c^\dagger X^\dagger a+a^\dagger cX)$. The boson is then still coupled to the electron, now through the hopping, and $n$ is no longer conserved. The solution below is for the single level without hopping.

\textbf{Q:} Equation \eqref{eq:Htilde} describes a free electron and a free boson. A free electron has a single line. Have you not just transformed the satellites away?

\textbf{A:} I would have, if I had transformed $H$ and kept $c$. The Green's function contains both. In \eqref{eq:greater} place $e^{-S}e^{S}$ between the factors and at both ends. Since $n|i\rangle=0$, we have $S|i\rangle=0$ and $e^{S}|i\rangle=|i\rangle$: the initial state is not shifted. So
\begin{equation}
iG(t)=\langle i|\,\tilde c\,e^{-i\tilde Ht}\,\tilde c^\dagger\,|i\rangle
=\langle i|\,cX\,e^{-i\tilde Ht}\,X^\dagger c^\dagger\,|i\rangle .
\end{equation}
Between $c$ and $c^\dagger$ the level is filled, so $\tilde H$ acts there as $\varepsilon-g\omega+\omega b^\dagger b$. The electron factor is $\langle cc^\dagger\rangle=1$ in the empty level. What remains is a boson average,
\begin{equation}
iG(t)=e^{-i(\varepsilon-g\omega)t}\,
\langle0|\,X\,e^{-i\omega t\,b^\dagger b}\,X^\dagger|0\rangle .
\label{eq:bosonavg}
\end{equation}

\textbf{Q:} That average has three exponentials of operators that do not commute. Do you need a disentangling formula?

\textbf{A:} No. It is enough to know the number amplitudes of $X^\dagger|0\rangle$. Apply the argument of \eqref{eq:flow} to $XbX^\dagger$, with the exponent $-\lambda B$ in place of $S$. The commutator is $[-\lambda B,b]=-\lambda[b^\dagger,b]=+\lambda$, a number, so $XbX^\dagger=b+\lambda$. Then
\begin{equation}
b\,X^\dagger|0\rangle=X^\dagger(XbX^\dagger)|0\rangle
=X^\dagger(b+\lambda)|0\rangle=\lambda\,X^\dagger|0\rangle .
\label{eq:coherent}
\end{equation}
The state is an eigenstate of $b$, a coherent state. Write $X^\dagger|0\rangle=\sum_k a_k|k\rangle$ and use $b|k\rangle=\sqrt k\,|k-1\rangle$. Comparing the coefficients of $|k\rangle$ on both sides of \eqref{eq:coherent} gives
\begin{equation}
\sqrt{k+1}\,a_{k+1}=\lambda a_k
\quad\Rightarrow\quad a_k=a_0\frac{\lambda^k}{\sqrt{k!}} .
\end{equation}
$X^\dagger$ is unitary, so the norm is one: $1=|a_0|^2\sum_k\lambda^{2k}/k!=|a_0|^2e^{g}$. Hence
\begin{equation}
|a_k|^2=e^{-g}\frac{g^k}{k!} .
\label{eq:ak}
\end{equation}
The operator in the middle of \eqref{eq:bosonavg} is diagonal in $k$, so each amplitude meets its own complex conjugate and no phase is needed:
\begin{equation}
\langle0|Xe^{-i\omega t\,b^\dagger b}X^\dagger|0\rangle
=\sum_{k=0}^\infty e^{-g}\frac{g^k}{k!}e^{-ik\omega t}
=\exp\!\left[-g\,(1-e^{-i\omega t})\right].
\label{eq:overlap}
\end{equation}
The last step is the exponential series in the variable $ge^{-i\omega t}$. Together,
\begin{equation}
G(t)=-i\theta(t)\,
\exp\!\left[-i(\varepsilon-g\omega)t-g\,(1-e^{-i\omega t})\right].
\label{eq:Gt}
\end{equation}

\textbf{Q:} Does this propagator decay? I expect an electron that emits bosons to lose its memory.

\textbf{A:} Not with one mode. The modulus is $|G(t)|=\exp[-g(1-\cos\omega t)]$. It falls to $e^{-2g}$ at half a boson period, when the oscillator is farthest from where it started, and returns to one after a full period. The boson gives back what it took. A function of this kind has sharp lines and no lifetime broadening.

We now have the propagator in closed form for an electron added to the empty level with the boson in its vacuum; its modulus returns to one after every boson period. It remains to turn it into line energies and weights, and to see how the spectrum depends on the initial state.
